# Midpoint electron temperature of a voltage-biased diffusive wire

## Problem

A uniform normal-metal wire of length $L$ joins two large reservoirs, both at temperature $T_0$. A voltage $V$ is held between them. The wire is diffusive: $L$ is much longer than the elastic mean free path. Electrons collide with one another often enough to have a local temperature $T(x)$ everywhere in the wire, but they give no energy to phonons or to radiation.

(a) Find $T$ as a function of $s=x/L$.

(b) Show that the temperature at the midpoint satisfies

$$T_{\rm mid}^2=T_0^2+3\left(\frac{eV}{2\pi k_B}\right)^2 .$$

(c) Explain why neither the length nor the conductivity appears, and evaluate $T_{\rm mid}$ for $T_0=0.1$ K and $V=0.5$ mV.

**Conventions.** The elementary charge $e$ is positive. The electron energy $\varepsilon$ includes the electrostatic energy, so elastic scattering conserves it even in the presence of the field. The electrochemical potential $\mu$ is $0$ in the left reservoir and $eV$ in the right one. The contacts have no resistance of their own, and nothing is superconducting. The density of states $N$ (per volume and energy, both spins) and the diffusion constant $D$ are taken as constant over the energies that matter, which are small compared with the Fermi energy.

## Hints

1. At each energy, electrons diffuse along the wire. Collisions between them move electrons from one energy to another. Which two integrals over energy do these collisions leave unchanged?
2. Measure the electron number and energy from a filled sea with its edge at $\varepsilon=0$, so that the integrals converge. What are they for a Fermi function with parameters $\mu$ and $T$?
3. A quantity whose second derivative vanishes is fixed by its values at the two ends.
4. Part of the energy you find belongs to the shift of $\mu$ and not to heat. Subtract it.

## Solution

### The two conserved quantities

Let $f(x,\varepsilon)$ be the occupation averaged over the directions of motion. The particle current density per unit energy is $-ND\,\partial f/\partial x$. In the steady state its divergence is balanced by collisions, so that

$$D\frac{\partial^2 f}{\partial x^2}+C[f]=0 .$$

Here $C[f]$ is the rate at which electron-electron collisions change $f$. These collisions conserve the number of electrons and their total energy:

$$\int C\,d\varepsilon=0,\qquad \int \varepsilon\, C\,d\varepsilon=0 .$$

Without phonon cooling, no other process changes the energy. With $\theta$ the unit step, define

$$n=\int[f-\theta(-\varepsilon)]\,d\varepsilon,\qquad M=\int\varepsilon\,[f-\theta(-\varepsilon)]\,d\varepsilon .$$

The subtracted step does not depend on $x$. Integrating the kinetic equation over $\varepsilon$, first as it stands and then multiplied by $\varepsilon$, therefore gives

$$\frac{d^2n}{ds^2}=0,\qquad \frac{d^2M}{ds^2}=0 .$$

### Their values for a Fermi function

Let $f$ be a Fermi function with parameters $\mu\ge 0$ and $T$. Split the difference into a thermal part and a shift of the edge:

$$f-\theta(-\varepsilon)=[f-\theta(\mu-\varepsilon)]+[\theta(\mu-\varepsilon)-\theta(-\varepsilon)] .$$

The second bracket equals 1 for $0<\varepsilon<\mu$ and 0 elsewhere. It contributes $\mu$ to $n$ and $\mu^2/2$ to $M$.

For the first bracket put $\varepsilon=\mu+k_BTy$. It becomes

$$g(y)=\frac{1}{e^y+1}-\theta(-y).$$

For $y<0$ this is $1/(e^y+1)-1=-1/(e^{-y}+1)$, so $g$ is odd. Its integral vanishes, and $n=\mu$. In $M$ the term proportional to $\mu\int g\,dy$ vanishes for the same reason. What remains is

$$(k_BT)^2\int_{-\infty}^{\infty}y\,g\,dy=2(k_BT)^2\int_0^\infty\frac{y\,dy}{e^y+1}.$$

Expand $1/(e^y+1)=\sum_{m\ge1}(-1)^{m+1}e^{-my}$ and use $\int_0^\infty y\,e^{-my}dy=1/m^2$. The integral becomes the alternating sum of $1/m^2$. This is the full sum $\pi^2/6$ minus twice its even terms, which add up to $\pi^2/24$:

$$\int_0^\infty\frac{y\,dy}{e^y+1}=\frac{\pi^2}{6}-\frac{\pi^2}{12}=\frac{\pi^2}{12}.$$

Hence

$$n=\mu,\qquad M=\frac{\mu^2}{2}+\frac{\pi^2}{6}(k_BT)^2 .$$

### (a) The profile

Since $n=\mu$ is linear in $s$ and runs from $0$ to $eV$,

$$\mu=eVs .$$

The energy integral is also linear. Its end values are

$$M(0)=\frac{\pi^2}{6}(k_BT_0)^2,\qquad M(1)=\frac{(eV)^2}{2}+\frac{\pi^2}{6}(k_BT_0)^2,$$

so that

$$M(s)=\frac{\pi^2}{6}(k_BT_0)^2+\frac{(eV)^2}{2}\,s .$$

Set this equal to $\mu^2/2+\pi^2(k_BT)^2/6$ with $\mu^2=(eV)^2s^2$, and move the $\mu^2$ term to the other side:

$$\frac{\pi^2k_B^2}{6}\,(T^2-T_0^2)=\frac{(eV)^2}{2}(s-s^2).$$

Multiplication by $6/(\pi^2k_B^2)$ gives

$$T(s)^2=T_0^2+\frac{3}{\pi^2}\left(\frac{eV}{k_B}\right)^2s(1-s).$$

### (b) The midpoint

The factor $s(1-s)$ has its maximum, $1/4$, at $s=1/2$. The midpoint is therefore the hottest point, and

$$T_{\rm mid}^2=T_0^2+\frac{3}{4\pi^2}\left(\frac{eV}{k_B}\right)^2=T_0^2+3\left(\frac{eV}{2\pi k_B}\right)^2 ,$$

as was to be shown.

### (c) Why length and conductivity cancel

The same result can be read as a balance between Joule heating and heat conduction. The particle current density is $j_n=-ND\,d\mu/dx$, and the energy current density is

$$j_E=-ND\frac{dM}{dx}=-ND\left(\mu\frac{d\mu}{dx}+\frac{\pi^2k_B^2}{3}T\frac{dT}{dx}\right).$$

The heat current is what remains after the energy $\mu$ carried by each particle is removed:

$$j_Q=j_E-\mu j_n=-ND\,\frac{\pi^2k_B^2}{3}\,T\frac{dT}{dx}.$$

With $d\mu/dx=eV/L$, the electric current density has magnitude $e^2ND\,V/L$, so the conductivity is $\sigma=e^2ND$. The thermal conductivity is then

$$\kappa=\mathcal L_0\,\sigma T,\qquad \mathcal L_0=\frac{\pi^2k_B^2}{3e^2},$$

which is the Wiedemann-Franz law. Both $j_E$ and $j_n$ are independent of $x$, and therefore

$$\frac{dj_Q}{dx}=-j_n\frac{d\mu}{dx}=ND\left(\frac{eV}{L}\right)^2=\sigma\frac{V^2}{L^2}.$$

This is the Joule power per volume. Both heating and heat conduction are proportional to $\sigma$, so $\sigma$ drops out. A longer wire is heated less per volume, by a factor $1/L^2$, but its heat must also diffuse farther. The second derivative in the heat equation supplies the same factor $1/L^2$, so $L$ drops out too. In terms of the Lorenz number $\mathcal L_0$, the result reads

$$T_{\rm mid}^2=T_0^2+\frac{V^2}{4\mathcal L_0}.$$

**Numbers.** For $V=0.5$ mV, $eV/k_B=5.80226$ K. Then

$$3\left(\frac{5.80226\ {\rm K}}{2\pi}\right)^2=2.5583\ {\rm K}^2,\qquad T_{\rm mid}=\sqrt{0.0100+2.5583}\ {\rm K}=1.603\ {\rm K}.$$

The second form, with $\mathcal L_0=2.443\times10^{-8}$ V²/K², gives the same rise in $T^2$. Direct numerical integration of the heat equation for $T$ also gives 1.603 K.

The profile is steep near the ends: $T$ is already 0.965 K at $s=0.10$ and 1.389 K at $s=0.25$. The reason is that $T^2$, not $T$, is a parabola. A given heat current needs a larger temperature gradient where the electrons are cold, because $\kappa\propto T$.

**Two limits.** At high voltage, $eV\gg k_BT_0$, the reservoir term can be dropped:

$$T_{\rm mid}\simeq\frac{\sqrt3}{2\pi}\frac{eV}{k_B},$$

or 3.199 K per millivolt. At 0.5 mV this gives 1.599 K, so the wire of the example is close to this limit.

At low voltage, write $T_{\rm mid}^2-T_0^2=(T_{\rm mid}-T_0)(T_{\rm mid}+T_0)$ and replace the last factor by $2T_0$:

$$T_{\rm mid}-T_0\simeq\frac{3}{2T_0}\left(\frac{eV}{2\pi k_B}\right)^2 .$$

The heating then starts quadratically in $V$. A convenient boundary between the two regimes is the voltage at which $T_{\rm mid}^2=2T_0^2$, namely $V=2\pi k_BT_0/(\sqrt3\,e)$. For $T_0=0.1$ K it is 31.3 µV.

## Variation 1: no collisions between electrons

*Suppose the wire is so short that electrons cross it without colliding with one another. What becomes of the result?*

With $C=0$, $f$ is linear in $s$ at every energy:

$$f(s,\varepsilon)=(1-s)f_{\rm left}(\varepsilon)+s\,f_{\rm right}(\varepsilon).$$

For $0<s<1$ and $eV\gg k_BT_0$ this function has two steps, one at each reservoir potential. It is not a Fermi function, and the electrons have no true temperature. One can still define an effective temperature as that of the Fermi function with the same $n$ and $M$. The equations $n''=0$ and $M''=0$ hold as before, with the same end values, so the effective temperature follows the same profile $T(s)$.

A direct count at the midpoint for $T_0=0$ confirms this. There $f=1/2$ for $0<\varepsilon<eV$, and $\mu=eV/2$. Let $w$ be the distance in energy from $\mu$. The half-filled states above $\mu$ contribute

$$\int_0^{eV/2}\frac{w}{2}\,dw=\frac{(eV)^2}{16},$$

and the half-empty states below $\mu$ contribute the same amount. Setting the total $(eV)^2/8$ equal to the thermal energy $\pi^2(k_BT)^2/6$ gives $T^2=3(eV)^2/(4\pi^2k_B^2)$, as in part (b).

The case between the two extremes was tested numerically. The collision term was a model that relaxes $f$ towards the local Fermi function and conserves number and energy. For $k_BT_0=0.10\,eV$ and collision rates of 0, 10 and 1000 in units of $D/L^2$, the midpoint value was $k_BT_{\rm mid}=0.2932\,eV$ each time. The largest difference between $f$ at the midpoint and the Fermi function with the same $n$ and $M$ fell from about 0.18 to 0.08 and then to 0.0004. Collisions thus change the shape of the distribution but not its energy content. A measurement that resolves $f$ in energy can tell these cases apart; one that responds to the energy content alone cannot.

## Variation 2: a little phonon cooling

*Electrons with a local temperature now lose the power $\Sigma(T^5-T_0^5)$ per volume to phonons held at $T_0$. When may this be neglected?*

The loss is subtracted from the Joule power. With $u=T^2$ and $T\,dT=du/2$, the heat equation becomes

$$\frac{d^2u}{ds^2}=-\frac{2V^2}{\mathcal L_0}+p(s),\qquad p=\frac{2\Sigma L^2}{\sigma\mathcal L_0}(T^5-T_0^5).$$

The temperature cannot fall below $T_0$. If it did, $u$ would have a minimum inside the wire with $u''\ge0$, while the right-hand side there would be negative. Hence $p\ge0$.

Let $w$ now denote the amount by which cooling lowers $T^2$ at each point. Subtracting the equations with and without cooling gives $w''=-p\le0$, with $w=0$ at both ends. So $w$ is concave and nowhere negative: cooling cannot raise the temperature at any point.

To find $w$ at the midpoint, use $G(s)=\tfrac12\min(s,1-s)$. It vanishes at both ends, and its slope jumps from $\tfrac12$ to $-\tfrac12$ at the midpoint, so $G''=-\delta(s-\tfrac12)$. Two integrations by parts give $\int_0^1 G\,w''ds=-w(\tfrac12)$, and therefore

$$w(\tfrac12)=\int_0^1G\,p\,ds .$$

Let $T_{\rm mid}$ keep its value without cooling. Since $T\le T_{\rm mid}$ everywhere and $\int_0^1G\,ds=1/8$,

$$w(\tfrac12)\le\frac{\Sigma L^2}{4\sigma\mathcal L_0}(T_{\rm mid}^5-T_0^5).$$

Dividing by the uncooled rise $T_{\rm mid}^2-T_0^2=V^2/(4\mathcal L_0)$ shows that the fraction of the rise lost to phonons is at most

$$\eta=\frac{\Sigma L^2(T_{\rm mid}^5-T_0^5)}{\sigma V^2}.$$

The condition $\eta\ll1$ is therefore sufficient for neglecting the phonons.

For small $\eta$ the loss itself can be found by using the uncooled profile in $p$. If also $T_0\ll T_{\rm mid}$, then $T^5\simeq T_{\rm mid}^5[4s(1-s)]^{5/2}$. The two halves of the wire contribute equally, and the substitution $s=(1-z)/2$ gives

$$\frac{\text{lost fraction}}{\eta}\simeq8\int_0^{1/2}s\,[4s(1-s)]^{5/2}ds=2\int_0^1(1-z)(1-z^2)^{5/2}dz .$$

With $z=\sin\alpha$, the first term is $\int_0^{\pi/2}\cos^6\alpha\,d\alpha=5\pi/32$. The second is $\int_0^1z(1-z^2)^{5/2}dz=1/7$. The ratio is $2(5\pi/32-1/7)=0.696$.

**Numbers.** Take the round model values $\sigma=2\times10^7$ S/m and $\Sigma=2\times10^9$ W m⁻³ K⁻⁵, with $T_0$ and $V$ as before. The numbers below illustrate the heat equation and assume a local temperature at every length. In a real metal wire only a few micrometres long or shorter, electrons may cross with few collisions among themselves, as in Variation 1. The $T^5$ law with the effective temperature then does not give the phonon loss. For $L=1$ µm,

$$\eta\simeq\frac{(2\times10^9)(10^{-6})^2(1.603)^5}{(2\times10^7)(0.5\times10^{-3})^2}\simeq0.0042 .$$

The numerical solution with cooling gives a lost fraction of 0.0029, or 0.692 of $\eta$, close to the estimate. The midpoint is at 1.600 K instead of 1.603 K.

Because $\eta\propto L^2$, the neglect of phonons fails in longer wires. At $L=5$ µm, $\eta=0.106$; 6.3% of the rise in $T^2$ is lost, and the midpoint is at 1.55 K. At $L=20$ µm, $\eta=1.69$. The bound no longer restricts the loss usefully, and the solution shows that 38% of the rise is gone, with the midpoint at 1.27 K. The length, which cancelled when heat could leave only through the ends, now matters.

## Table of computed values

```
thermal Fermi integral (quadrature) = 3.289868
Lorenz number = 2.4430e-08 V^2/K^2
energy moment, quadrature = 0.110797, formula = 0.110797
reservoir temperature T0 = 0.100 K
voltage V = 0.500 mV
e V / kB = 5.8023 K
3 (e V/(2 pi kB))^2 = 2.5583 K^2
Tmid from formula = 1.6026 K
Tmid from integrated heat equation = 1.6026 K
T at s = 0.10: 0.9649 K
T at s = 0.25: 1.3888 K
high-voltage slope Tmid/V = 3.1990 K/mV
voltage where Tmid^2 = 2 T0^2: 31.260 microvolt
kinetic test: kB T0/(e V) = 0.10, expected kB Tmid/(e V) = 0.293242
collision rate 0 D/L^2: kB Tmid/(e V) = 0.293242, max |f - Fermi| = 0.17626
collision rate 10 D/L^2: kB Tmid/(e V) = 0.293242, max |f - Fermi| = 0.07614
collision rate 1000 D/L^2: kB Tmid/(e V) = 0.293242, max |f - Fermi| = 0.00038
conductivity sigma = 2.0e+07 S/m
phonon coupling Sigma = 2.0e+09 W m^-3 K^-5
L = 1 micrometre: eta = 0.00423, lost fraction = 0.00293, Tmid cooled = 1.6003 K
L = 5 micrometre: eta = 0.10571, lost fraction = 0.06300, Tmid cooled = 1.5515 K
L = 20 micrometre: eta = 1.69139, lost fraction = 0.37840, Tmid cooled = 1.2650 K
lost fraction / eta, shortest wire = 0.6919
small-loss factor, formula = 0.6960
```
